\section*{Velocity matrix elements of Bloch electrons from Wannier functions, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The velocity matrix in the Wannier gauge}

\subsection{A chain with two orbitals per site}

Consider a chain of sites at positions $R=0,\pm a,\pm 2a,\dots$, each carrying an $s$-like orbital $|Rs\rangle$ and a $p$-like orbital $|Rp\rangle$, all real and orthonormal. Hartree atomic units ($\hbar=m=1$) are used throughout. Let the Hamiltonian map the space of these orbitals into itself, with hopping between neighbouring $s$ orbitals only,
\begin{equation}
H|Rs\rangle=\epsilon_s|Rs\rangle-t\,\big(|R{+}a,s\rangle+|R{-}a,s\rangle\big),\qquad H|Rp\rangle=\epsilon_p|Rp\rangle ,
\label{eq:toyH}
\end{equation}
and let the position operator, within this space, have the site coordinate on its diagonal and a real on-site dipole $d$ between $s$ and $p$:
\begin{equation}
x|Rs\rangle=R|Rs\rangle+d|Rp\rangle+\cdots,\qquad x|Rp\rangle=R|Rp\rangle+d|Rs\rangle+\cdots .
\label{eq:toyx}
\end{equation}
The dots stand for components outside the space. They do not enter below, because in $\langle 0m|Hx|Rn\rangle$ the bra $\langle 0m|H$ lies inside the space, and in $\langle 0m|xH|Rn\rangle$ the ket $H|Rn\rangle$ does.

The velocity operator is $v=i[H,x]$, the Heisenberg rate of change of $x$. Write $H_{mn}(R)=\langle 0m|H|Rn\rangle$; by \eqref{eq:toyH}, $H_{sp}=H_{ps}=0$. Acting with $x$ to the right in the first term of the commutator, and to the left on $\langle 0s|x=0\cdot\langle 0s|+d\langle 0p|$ in the second, one finds
\begin{align}
\langle 0s|v|Rs\rangle&=i\big[R\,H_{ss}(R)+d\,H_{sp}(R)\big]-i\,d\,H_{ps}(R)=iR\,H_{ss}(R),\label{eq:toyss}\\
\langle 0s|v|Rp\rangle&=i\big[R\,H_{sp}(R)+d\,H_{ss}(R)\big]-i\,d\,H_{pp}(R)=i\,d\,\big[H_{ss}(R)-H_{pp}(R)\big].\label{eq:toysp}
\end{align}
The matrix element between Bloch sums is $\sum_R e^{ikR}$ times the real-space element (this is proved in general below). The bands are $\varepsilon_s(k)=\sum_R e^{ikR}H_{ss}(R)=\epsilon_s-2t\cos ka$ and $\varepsilon_p=\epsilon_p$. Only $R=\pm a$ contribute to the sum over \eqref{eq:toyss}, and $-t\,(ia\,e^{ika}-ia\,e^{-ika})=-t\,ia\,(2i\sin ka)$, so that
\begin{equation}
v_{ss}(k)=2ta\sin ka=\frac{d\varepsilon_s}{dk},\qquad v_{sp}(k)=i\,\big[\varepsilon_s(k)-\epsilon_p\big]\,d .
\label{eq:toyv}
\end{equation}
The diagonal velocity is the band slope and does not contain $d$. The interband element is entirely due to $d$: the matrix $H(k)$ is diagonal at every $k$, so its derivative has no $sp$ element at all. At $t=0$ the chain is a row of isolated atoms, $H(k)$ is constant and its derivative vanishes, yet the atoms absorb light at the frequency $\epsilon_p-\epsilon_s$. For a harmonic well of frequency $\omega$, $d=1/\sqrt{2\omega}$ and $\epsilon_s-\epsilon_p=-\omega$, so $v_{sp}=-i\sqrt{\omega/2}$, which is the matrix element $\langle 0|p|1\rangle$ of the oscillator. The energies $H_{mn}(R)$ do not determine $d$; it is separate information about the shape of the orbitals.

\subsection{Bloch states, Wannier functions and the velocity operator}

Let $H$ be a one-electron (mean-field) Hamiltonian that commutes with the lattice translations $\mathbf R$; it may contain nonlocal potentials. At each $\mathbf k$ choose $J$ Bloch functions $\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)$, with $u$ cell periodic and $\langle u_{m\mathbf k}|u_{n\mathbf k}\rangle=\delta_{mn}$, where brackets between $u$'s or $\psi$'s denote integrals over one cell. The functions need not be eigenstates of $H$. They are assumed to be periodic in $\mathbf k$, $\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}$, and smooth in $\mathbf k$. Such a choice is called the Wannier gauge. Its existence is an assumption; it fails, for example, for a group of bands with a nonzero Chern number. The Wannier functions $w_n(\mathbf r-\mathbf R)=\langle\mathbf r|\mathbf Rn\rangle$ are the Fourier coefficients of $\psi$ with respect to $\mathbf k$,
\begin{equation}
\psi_{n\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,w_n(\mathbf r-\mathbf R),
\label{eq:bloch}
\end{equation}
and smoothness in $\mathbf k$ makes them localized. Brackets with Wannier functions denote integrals over all space.

One lemma converts cell integrals into Wannier matrix elements. Let $\phi_{\mathbf k}$ be any function with $\phi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\phi_{\mathbf k}(\mathbf r)$. Insert \eqref{eq:bloch} in the bra and substitute $\mathbf r=\mathbf r'+\mathbf R'$ in each term:
\begin{align}
\langle\psi_{m\mathbf k}|\phi_{\mathbf k}\rangle
&=\sum_{\mathbf R'}e^{-i\mathbf k\cdot\mathbf R'}\int_{\rm cell}w_m^*(\mathbf r-\mathbf R')\,\phi_{\mathbf k}(\mathbf r)\,d\mathbf r\nonumber\\
&=\sum_{\mathbf R'}\int_{{\rm cell}-\mathbf R'}w_m^*(\mathbf r')\,\phi_{\mathbf k}(\mathbf r')\,d\mathbf r'=\langle\mathbf 0m|\phi_{\mathbf k}\rangle .
\label{eq:unfold}
\end{align}
The phase $e^{i\mathbf k\cdot\mathbf R'}$ from $\phi$ cancels the prefactor, and the shifted cells tile space. For an operator $O$ that commutes with translations, $O\psi_{n\mathbf k}$ has the required property, and a second use of \eqref{eq:bloch} gives
\begin{equation}
O^W_{mn}(\mathbf k)\equiv\langle\psi_{m\mathbf k}|O|\psi_{n\mathbf k}\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|O|\mathbf Rn\rangle .
\label{eq:fourier}
\end{equation}
With $O=1$ the left side is $\delta_{mn}$ for all $\mathbf k$, and uniqueness of Fourier coefficients yields $\langle\mathbf 0m|\mathbf Rn\rangle=\delta_{mn}\delta_{\mathbf R\mathbf 0}$. With $O=H$ and $H_{mn}(\mathbf R)=\langle\mathbf 0m|H|\mathbf Rn\rangle$, and with $\partial_\alpha=\partial/\partial k_\alpha$,
\begin{equation}
H^W(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\qquad
\partial_\alpha H^W(\mathbf k)=\sum_{\mathbf R}iR_\alpha\,e^{i\mathbf k\cdot\mathbf R}H(\mathbf R).
\label{eq:HW}
\end{equation}

The velocity is $v_\alpha=i[H,r_\alpha]$. A translation changes $r_\alpha$ by a constant, which drops out of the commutator, so $v_\alpha$ commutes with translations although $r_\alpha$ does not. Define $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, which acts on cell-periodic functions and satisfies $H^W_{mn}=\langle u_m|H_{\mathbf k}|u_n\rangle$. Differentiating the two exponentials, and using that $r_\alpha$ commutes with them,
\begin{equation}
\partial_\alpha H_{\mathbf k}=-ir_\alpha H_{\mathbf k}+iH_{\mathbf k}r_\alpha=e^{-i\mathbf k\cdot\mathbf r}\,i[H,r_\alpha]\,e^{i\mathbf k\cdot\mathbf r}.
\label{eq:dHk}
\end{equation}
The velocity matrix in the Wannier gauge is therefore
\begin{equation}
v^W_{\alpha,mn}(\mathbf k)=\langle\psi_{m\mathbf k}|v_\alpha|\psi_{n\mathbf k}\rangle=\langle u_{m\mathbf k}|\,\partial_\alpha H_{\mathbf k}\,|u_{n\mathbf k}\rangle .
\label{eq:vdef}
\end{equation}
For $H=p^2/2+V(\mathbf r)$ one has $H_{\mathbf k}=(\mathbf p+\mathbf k)^2/2+V$ and $\partial_\alpha H_{\mathbf k}=p_\alpha+k_\alpha$, so $v$ is the momentum of the Bloch state. A nonlocal potential does not commute with $\mathbf r$ and adds $i[V_{\rm nl},r_\alpha]$. Nothing below uses the form of $H$, so the matrix obtained is that of $i[H,r_\alpha]$, nonlocal part included, and not that of $p_\alpha$.

\subsection{The position matrix as a connection}

The operator $\partial_\alpha H_{\mathbf k}$ in \eqref{eq:vdef} and the matrix $\partial_\alpha H^W$ in \eqref{eq:HW} differ because the basis $u_{n\mathbf k}$ moves with $\mathbf k$. That motion is measured by
\begin{equation}
A^W_{\alpha,mn}(\mathbf k)=i\langle u_{m\mathbf k}|\partial_\alpha u_{n\mathbf k}\rangle ,
\label{eq:Adef}
\end{equation}
the Berry connection of the $J$ states. Differentiating $\langle u_m|u_n\rangle=\delta_{mn}$ gives $\langle\partial_\alpha u_m|u_n\rangle=-\langle u_m|\partial_\alpha u_n\rangle$, and hence
\begin{equation}
\langle u_m|\partial_\alpha u_n\rangle=-iA^W_{\alpha,mn},\qquad \langle\partial_\alpha u_m|u_n\rangle=+iA^W_{\alpha,mn}.
\label{eq:Auses}
\end{equation}
The complex conjugate of the first relation with $m$ and $n$ exchanged reads $\langle\partial_\alpha u_m|u_n\rangle=i(A^W_{\alpha,nm})^*$; comparison with the second shows that $A^W_\alpha$ is Hermitian.

From \eqref{eq:bloch}, $u_{n\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_n(\mathbf r-\mathbf R)$, and differentiation term by term, allowed by the decay of $w_n$, gives
\begin{equation}
e^{i\mathbf k\cdot\mathbf r}\,i\,\partial_\alpha u_{n\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,(r_\alpha-R_\alpha)\,w_n(\mathbf r-\mathbf R),
\label{eq:du}
\end{equation}
since $i\cdot(-i)=1$. The left side is a plane wave times a cell-periodic function, so lemma \eqref{eq:unfold} applies:
\begin{equation}
A^W_{\alpha,mn}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|(r_\alpha-R_\alpha)|\mathbf Rn\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|r_\alpha|\mathbf Rn\rangle .
\label{eq:Apos}
\end{equation}
The term $R_\alpha\langle\mathbf 0m|\mathbf Rn\rangle=R_\alpha\delta_{mn}\delta_{\mathbf R\mathbf 0}$ vanishes because either the Kronecker delta or $R_\alpha$ is zero. The connection is thus the lattice Fourier sum of the position matrix. Its $\mathbf R=\mathbf 0$ diagonal elements are the Wannier centres $\tau_{\alpha,n}=\langle\mathbf 0n|r_\alpha|\mathbf 0n\rangle$. For the chain \eqref{eq:toyx}, $A^W$ is the constant matrix with $d$ in the off-diagonal places.

\subsection{The product rule}

Differentiate $H^W_{mn}=\langle u_m|H_{\mathbf k}|u_n\rangle$. The middle term is \eqref{eq:vdef}:
\begin{equation}
\partial_\alpha H^W_{mn}=\langle\partial_\alpha u_m|H_{\mathbf k}|u_n\rangle+v^W_{\alpha,mn}+\langle u_m|H_{\mathbf k}|\partial_\alpha u_n\rangle .
\label{eq:product}
\end{equation}
Let $P=\sum_{l=1}^J|u_l\rangle\langle u_l|$ and $Q=1-P$. Insert $1=P+Q$ next to each differentiated state and use \eqref{eq:Auses}:
\begin{align}
\langle\partial_\alpha u_m|H_{\mathbf k}|u_n\rangle&=\sum_l iA^W_{\alpha,ml}H^W_{ln}+\langle\partial_\alpha u_m|QH_{\mathbf k}|u_n\rangle,\label{eq:left}\\
\langle u_m|H_{\mathbf k}|\partial_\alpha u_n\rangle&=\sum_l H^W_{ml}\,(-i)A^W_{\alpha,ln}+\langle u_m|H_{\mathbf k}Q|\partial_\alpha u_n\rangle .\label{eq:right}
\end{align}
The two sums add up to $iA^WH^W-iH^WA^W=-i[H^W,A^W_\alpha]$. Solving \eqref{eq:product} for the velocity reverses this sign and that of the $Q$ terms:
\begin{align}
v^W_\alpha&=\partial_\alpha H^W+i[H^W,A^W_\alpha]+\Delta_\alpha,\label{eq:general}\\
\Delta_{\alpha,mn}&=-\langle\partial_\alpha u_m|QH_{\mathbf k}|u_n\rangle-\langle u_m|H_{\mathbf k}Q|\partial_\alpha u_n\rangle .\label{eq:Delta}
\end{align}
This is exact for any smooth orthonormal set. Suppose now that the $J$ states span, at every $\mathbf k$, the same space as $J$ eigenstates of $H_{\mathbf k}$, as they do for a group of bands separated by gaps from all others. Then $H_{\mathbf k}|u_n\rangle$ lies in the range of $P$, so $QH_{\mathbf k}|u_n\rangle=0$ and, by taking the adjoint, $\langle u_m|H_{\mathbf k}Q=0$. For such an isolated group
\begin{equation}
v^W_\alpha(\mathbf k)=\partial_\alpha H^W(\mathbf k)+i\big[H^W(\mathbf k),A^W_\alpha(\mathbf k)\big].
\label{eq:main}
\end{equation}
In other units the right side is divided by $\hbar$. The derivative $\partial_\alpha u_n$ does have components outside the group, and $Q|\partial_\alpha u_n\rangle\neq0$; what removes them is that $H$ does not connect them back. Both terms of \eqref{eq:main} are Hermitian, the second because $(i[H,A])^\dagger=-i[A,H]=i[H,A]$. For the chain, $(i[H^W,A^W])_{sp}=i(H_{ss}d-dH_{pp})$, in agreement with \eqref{eq:toyv}. The commutator is traceless, so the trace of $v^W_\alpha$ equals that of $\partial_\alpha H^W$.

\subsection{Change of gauge and of origin}

Let $W(\mathbf k)$ be a smooth unitary $J\times J$ matrix and $|u'_n\rangle=\sum_m|u_m\rangle W_{mn}$. Put $K_\alpha=W^\dagger\partial_\alpha W$; differentiating $W^\dagger W=1$ gives $(\partial_\alpha W^\dagger)W=-K_\alpha$. By \eqref{eq:vdef}, $v'=W^\dagger v^WW$, and likewise $H'=W^\dagger H^WW$. The two pieces of \eqref{eq:main} do not transform so simply. The product rule applied to \eqref{eq:Adef} and to $H'$, with $H^WW=WH'$ and $W^\dagger H^W=H'W^\dagger$, gives
\begin{align}
A'_\alpha&=W^\dagger A^W_\alpha W+iK_\alpha,\label{eq:gaugeA}\\
\partial_\alpha H'&=-K_\alpha H'+W^\dagger(\partial_\alpha H^W)W+H'K_\alpha=W^\dagger(\partial_\alpha H^W)W+[H',K_\alpha].\label{eq:gaugeH}
\end{align}
From \eqref{eq:gaugeA}, $i[H',A'_\alpha]=W^\dagger i[H^W,A^W_\alpha]W-[H',K_\alpha]$, since $i\cdot i=-1$. In the sum with \eqref{eq:gaugeH} the terms in $K_\alpha$ cancel. The position term is therefore what makes \eqref{eq:main} covariant, and a $\mathbf k$-dependent change of gauge moves the amount $[H',K_\alpha]$ from one piece to the other. Neither piece transforms covariantly by itself. The amount moved is a commutator with $H'$, so it has no trace and no diagonal elements in the eigenbasis of $H'$; those parts of each piece do not depend on the gauge, nor do elements between degenerate levels, while elements between levels of different energy in general do.

A shift of origin, $r_\alpha\to r_\alpha+c_\alpha$, adds $c_\alpha\delta_{mn}\delta_{\mathbf R\mathbf 0}$ to the position matrix and so $c_\alpha\mathbf 1$ to $A^W_\alpha$. The unit matrix commutes with $H^W$, and $v^W$ is unchanged.

For an isolated group of bands, the velocity matrix in the Wannier gauge is the derivative of $H^W$ plus a commutator with the position matrix, and only the sum of the two is covariant under a change of gauge. It remains to interpolate this result from a finite mesh, test it on a model crystal and find what each term contributes between band states.
